\section*{Thermal penetration depth in a low-k dielectric under 10 MHz heating}

\section{The problem}

A dielectric between copper lines has thermal conductivity $k=0.3\ \mathrm{W/(m\,K)}$ and heat capacity per volume $C=1.5\times10^{6}\ \mathrm{J/(m^3\,K)}$. Both are taken as uniform and independent of temperature.

\begin{enumerate}
\item[(a)] A thick layer fills $z>0$. Its face $z=0$ is heated uniformly, and the heat flux is modulated sinusoidally at $f=10\ \mathrm{MHz}$. At what depth has the amplitude of the temperature oscillation fallen to $1/e$ of its value at the face?
\item[(b)] The heat now comes from a metal line on the face, wide compared with the depth sought and carrying a sinusoidal current of frequency 10 MHz with no dc offset. What is the depth?
\item[(c)] The line is copper, 100 nm high and wide compared with the thickness $L=200\ \mathrm{nm}$ of the dielectric film below it. Under the film lies an ideal heat sink at 378 K, and no heat leaves upwards. The rms current density is $5\ \mathrm{MA/cm^2}$, the resistivity $3\ \mu\Omega\,\mathrm{cm}$, and the heat capacity of copper $3.4\times10^{6}\ \mathrm{J/(m^3\,K)}$. How does the line temperature behave, and by what factor does the heating speed up atomic diffusion with activation energy $E=0.9\ \mathrm{eV}$?
\end{enumerate}

\section{A tempting solution}

Heat spreads with diffusivity
\begin{equation}
D=\frac{k}{C}=\frac{0.3}{1.5\times10^{6}}=2.0\times10^{-7}\ \mathrm{m^2/s}.
\end{equation}
In a time $t$ it travels a distance of about $\sqrt{Dt}$. The time available is one period, $t=1/f$, so the answer to (a) is
\begin{equation}
\sqrt{\frac{D}{f}}=\sqrt{\frac{2.0\times10^{-7}}{10^{7}}}\ \mathrm{m}=141\ \mathrm{nm}.
\end{equation}
The current in (b) has the same frequency, so the depth is the same. In (c) the film is thicker than 141 nm, so the heat does not reach the sink. The heat flux is $7.5\times10^{6}\ \mathrm{W/m^2}$ (current density squared, times resistivity, times line height), and it crosses 141 nm of dielectric. The temperature rise is therefore $7.5\times10^{6}\times141\times10^{-9}/0.3=3.5\ \mathrm{K}$, and it swings between zero and twice this value as the heating does.

\section{Where it fails}

The diffusivity is right, and $\sqrt{D/f}$ has the right dimension and order of magnitude. But dimensional reasoning leaves a pure number undetermined, and question (a) asks for a defined quantity, the $1/e$ depth of an amplitude. The number has to come from the heat equation.

Part (b) confuses the frequency of the current with that of the heating, which follows the square of the current. Part (c) applies a length that belongs to the oscillation to the mean heat flow. The mean flow does not reverse, and it has more than one period in which to cross the film.

\section{The oscillation in a thick layer}

Consider a slice of unit area between $z$ and $z+dz$. Its energy grows at the rate $C\,dz\,\partial T/\partial t$. This equals the flux entering minus the flux leaving, $J(z)-J(z+dz)=-(\partial J/\partial z)\,dz$. Fourier's law gives $J=-k\,\partial T/\partial z$, and $k$ is uniform, so
\begin{equation}
C\frac{\partial T}{\partial t}=k\frac{\partial^2T}{\partial z^2}.
\label{heat}
\end{equation}
The equation contains neither $\hbar$ nor the charge or mass of the electron. It has the same form in atomic units as in SI units.

Because it is linear, the mean and the oscillation can be treated separately. After the transients have died away, the oscillating part $\theta$ has the frequency of its source. With $\omega=2\pi f$, try
\begin{equation}
\theta(z,t)=\mathrm{Re}\left[\theta_0\,e^{i\omega t-qz}\right].
\end{equation}
The time derivative brings down $i\omega$, and the two space derivatives bring down $(-q)^2=q^2$. Equation (\ref{heat}) becomes
\begin{equation}
i\omega C=kq^2,\qquad\text{so}\qquad q^2=\frac{i\omega}{D}.
\end{equation}
Since $(1+i)^2=2i$, a square root of $i$ is $(1+i)/\sqrt2$. The two roots are $q=\pm(1+i)\sqrt{\omega/(2D)}$. The lower sign would make the oscillation grow with depth, so the upper one is kept:
\begin{equation}
q=\frac{1+i}{\mu},\qquad
\mu=\sqrt{\frac{2D}{\omega}}=\sqrt{\frac{D}{\pi f}}=\sqrt{\frac{k}{\pi fC}}.
\label{mu}
\end{equation}
If $\theta_0=|\theta_0|e^{i\varphi}$, the real part is
\begin{equation}
\theta(z,t)=|\theta_0|\,e^{-z/\mu}\cos\left(\omega t-\frac{z}{\mu}+\varphi\right).
\label{wave}
\end{equation}
The amplitude falls to $1/e$ at $z=\mu$, where the oscillation lags that of the face by 1 rad. The answer to (a) is
\begin{equation}
\mu=\sqrt{\frac{2.0\times10^{-7}}{\pi\times10^{7}}}\ \mathrm{m}
=\sqrt{6.37\times10^{-15}}\ \mathrm{m}=79.8\ \mathrm{nm},
\end{equation}
or 798 angstrom.

The tempting length is $\sqrt{D/f}=\sqrt\pi\,\mu$. At that depth the amplitude is already down to $e^{-\sqrt\pi}=0.17$ of its face value. Another natural length, $\sqrt{D/\omega}=\mu/\sqrt2=56.4\ \mathrm{nm}$, equals $1/|q|$. It combines decay and phase change, whereas the amplitude depends on the real part of $q$ alone. There the amplitude is still $e^{-1/\sqrt2}=0.49$ of its face value.

The phase in (\ref{wave}) repeats after $2\pi\mu=501\ \mathrm{nm}$. Over this thermal wavelength the amplitude drops by the factor $e^{-2\pi}=0.002$, so the wave is almost gone before it completes one oscillation in space.

The size of $\theta_0$ follows from the flux at the face. If its oscillating part is $p_0\cos\omega t$, then $-k\,\partial\theta/\partial z$ at $z=0$ gives $kq\theta_0=p_0$. Because $1+i=\sqrt2\,e^{i\pi/4}$,
\begin{equation}
\theta_0=\frac{p_0}{kq}=\frac{p_0\mu}{\sqrt2\,k}\,e^{-i\pi/4}.
\end{equation}
The face is hottest one eighth of a period after the heating peaks. The strength of the source sets $\theta_0$ but does not enter $\mu$.

\section{Heating by an alternating current}

For a current density $j=\sqrt2\,j_{\rm rms}\cos\omega t$ in a line of height $h$ and resistivity $\rho$, the heat released per area is
\begin{equation}
j^2\rho h=2j_{\rm rms}^2\rho h\cos^2\omega t=\bar p\,(1+\cos2\omega t),
\qquad \bar p=j_{\rm rms}^2\rho h.
\label{joule}
\end{equation}
Here $2\cos^2\omega t=1+\cos2\omega t$ was used, and $\rho$ is held constant. The heating has a mean and a ripple of equal amplitude, and the ripple runs at 20 MHz. Replacing $f$ by $2f$ in (\ref{mu}) gives the answer to (b):
\begin{equation}
\mu_2=\frac{\mu}{\sqrt2}=56.4\ \mathrm{nm}.
\end{equation}
This result requires that there be no dc offset. The square of $j_0+j_1\cos\omega t$ also contains the cross term $2j_0j_1\cos\omega t$, which heats at 10 MHz and has the depth $\mu$.

\section{The line on a film}

\subsection{Mean temperature}

In the settled state neither the line nor the film stores heat on average over a cycle. The mean flux $\bar p$ therefore crosses the whole film, and Fourier's law gives a temperature drop $\bar pL/k$. With $j_{\rm rms}=5\times10^{10}\ \mathrm{A/m^2}$, $\rho=3\times10^{-8}\ \Omega\,\mathrm m$ and $h=10^{-7}\ \mathrm m$,
\begin{align}
\bar p&=(5\times10^{10})^2\times3\times10^{-8}\times10^{-7}
=7.5\times10^{6}\ \mathrm{W/m^2},\\
\Delta T&=\frac{\bar pL}{k}=\frac{7.5\times10^{6}\times200\times10^{-9}}{0.3}=5.0\ \mathrm K.
\end{align}
The sink matters for the mean, although the film is several times thicker than $\mu_2$.

\subsection{Ripple}

Let $\omega_2=2\omega$ and $q_2=(1+i)/\mu_2$. In the film the ripple obeys $d^2\theta/dz^2=q_2^2\theta$ and vanishes at the sink, so
\begin{equation}
\theta(z)=A\sinh[q_2(L-z)].
\end{equation}
The flux entering the film is $-k\,d\theta/dz$ at $z=0$, which is $Akq_2\cosh(q_2L)$. Divided by $\theta(0)=A\sinh(q_2L)$ it gives $kq_2\coth(q_2L)$. The line also stores heat. Copper conducts far better than the dielectric, so the line is taken to have one temperature throughout, with heat capacity per area $c_m=3.4\times10^{6}\times10^{-7}=0.34\ \mathrm{J/(m^2\,K)}$. The heating supplies both the storage and the flux into the film:
\begin{equation}
\bar p=\left[i\omega_2c_m+kq_2\coth(q_2L)\right]\theta(0).
\label{ripple}
\end{equation}
Since $L/\mu_2=3.5$, the hyperbolic cotangent differs from 1 by about $2e^{-7}$, or 0.2\%, and can be dropped. The two terms are
\begin{align}
kq_2&=\frac{0.3}{56.4\times10^{-9}}(1+i)=5.3\times10^{6}\,(1+i)\ \mathrm{W/(m^2\,K)},\\
i\omega_2c_m&=i\times1.257\times10^{8}\times0.34=42.7\times10^{6}\,i\ \mathrm{W/(m^2\,K)}.
\end{align}
Their sum is $(5.3+48.0\,i)\times10^{6}$, with modulus $48.3\times10^{6}\ \mathrm{W/(m^2\,K)}$. The ripple amplitude is
\begin{equation}
\delta=\frac{7.5\times10^{6}}{48.3\times10^{6}}\ \mathrm K=0.16\ \mathrm K.
\end{equation}
The line thus sits 5.0 K above the sink with a ripple of 0.16 K. It does not swing between zero and twice its mean rise. If the metal stored no heat, the ripple would be $\bar p\mu_2/(\sqrt2\,k)=1.0\ \mathrm K$, still a fifth of the mean rise. The storage in the copper changes the amplitude of the ripple but not $q_2$, and so not its decay in the dielectric.

\subsection{Effect on atomic diffusion}

Electromigration moves atoms by thermally activated jumps, whose rate is taken as $r(T)\propto e^{-E/k_{\rm B}T}$. With $E/k_{\rm B}=0.9/(8.617\times10^{-5})=1.044\times10^{4}\ \mathrm K$, the mean rise from 378 K to 383 K multiplies the rate by
\begin{equation}
\exp\left[\frac{E}{k_{\rm B}}\left(\frac1{378\ \mathrm K}-\frac1{383\ \mathrm K}\right)\right]
=e^{0.361}=1.43.
\end{equation}

For the ripple, expand $r$ about the mean temperature $\bar T=383\ \mathrm K$. The linear term averages to zero over a cycle. In the quadratic term the square of the cosine averages to $1/2$, so the relative gain is $(r''/r)\,\delta^2/4$ to leading order. Differentiating $r$ once gives $r'=sr$ with $s=E/(k_{\rm B}T^2)$. Differentiating again gives $r''=(s^2+s')r$, and $s'=-2s/T$. Hence
\begin{equation}
\frac{\langle r\rangle}{r(\bar T)}-1\simeq
\left(s^2-\frac{2s}{\bar T}\right)\frac{\delta^2}{4}.
\end{equation}
At 383 K, $s=0.0712\ \mathrm{K^{-1}}$ and the bracket is $0.0047\ \mathrm{K^{-2}}$. With $\delta=0.155\ \mathrm K$ the gain is $2.8\times10^{-5}$, or 0.003\%, against 43\% from the mean rise. In this example the mean temperature governs the diffusion rate.

The factor 1.43 describes how readily atoms jump. It does not by itself give a lifetime ratio, since damage also depends on the force that the current exerts on the atoms, and this force reverses with the current.

\section{When the layer is not thick}

Return to heating at 10 MHz, and ask how a sink at $z=L$ changes the $1/e$ depth in (a). The amplitude is now proportional to $|\sinh[q(L-z)]|$. Put $x=(L-z)/\mu$, so that the argument is $x+ix$. From $\sinh(x+ix)=\sinh x\cos x+i\cosh x\sin x$,
\begin{align}
|\sinh(x+ix)|^2&=\sinh^2x\cos^2x+\cosh^2x\sin^2x\nonumber\\
&=\sinh^2x+\sin^2x=\tfrac12(\cosh2x-\cos2x).
\label{film}
\end{align}
The second line uses $\cosh^2x=1+\sinh^2x$. Solving numerically for the depth at which the amplitude is $1/e$ of its face value gives 61.3 nm for $L=100\ \mathrm{nm}$ and 84.1 nm for $L=200\ \mathrm{nm}$.

In the thinner film the depth is close to the static value $(1-1/e)L=63\ \mathrm{nm}$, which belongs to a temperature that falls linearly to zero at the sink. The oscillation itself is not quasi-static, since $L$ exceeds $\mu$. But for small $x$ the expression (\ref{film}) expands to $2x^2(1+2x^4/45+\dots)$, so the amplitude stays nearly proportional to $x$: even at the face, where $x=1.25$, the correction raises it by only about 5\%. In the thicker film the depth is slightly larger than $\mu$, although the sink holds the far side fixed. The cosine in (\ref{film}) explains this. At $z=\mu$ one has $2x=3.01$, so $-\cos2x=+0.99$ adds to $\cosh2x=10.2$. At the face, $2x=5.01$, and the cosine changes $\cosh2x=75$ by only 0.4\%. The amplitude ratio at $z=\mu$ is therefore $\sqrt{11.2/74.9}=0.387$, above $1/e=0.368$. In terms of waves, the one reflected at the sink partly reinforces the incoming one at that depth.

\section{Beside a real interconnect}

The values of $k$ and $C$ are rough ones for a porous organosilicate glass, a low-k dielectric used between copper lines. The resistivity, activation energy and temperature of use are also rough typical values. At a lower current density of $1\ \mathrm{MA/cm^2}$, with all else fixed, $\Delta T\propto j_{\rm rms}^2$ would be 0.2 K. One assumption that a narrow line breaks is that of a wide heater. For a long cylinder of radius $a=50\ \mathrm{nm}$ buried in the dielectric, the oscillation obeys $(1/r)\,d(r\,d\theta/dr)/dr=q^2\theta$, whose decaying solution is the modified Bessel function $K_0(qr)$. Solving $|K_0(qr)/K_0(qa)|=1/e$ numerically puts the $1/e$ depth at 53.9 nm from the surface for 10 MHz heating, 32\% less than $\mu$, because the heat spreads over a growing circumference.

The following corrections are smaller. Raising $k$ by 10\% at fixed $C$ and $f$ gives 83.7 nm, since $\mu\propto\sqrt k$. A boundary resistance $R$ of roughly $10^{-8}\ \mathrm{m^2\,K/W}$ at the heated face acts like an extra $kR=3\ \mathrm{nm}$ of dielectric for the mean flow, and leaves the decay inside the thick layer unchanged. Fourier's law needs $\mu$ to be much longer than the mean free path $\ell$ of the heat carriers. The kinetic estimate $k=Cv\ell/3$, with a rough sound speed $v=2500\ \mathrm{m/s}$, gives $\ell=0.24\ \mathrm{nm}$. In a disordered solid this is a nominal length, but it is far below $\mu$. Pores are larger than this, and a uniform $k$ is justified if they too are small compared with $\mu$.

For this material, 80 nm is thus the depth for a wide heater on a thick layer, with the heating itself modulated at 10 MHz. The cylindrical solution gives a rough depth for a narrow line deep inside the dielectric (around a rectangular line the depth is larger at the middle of a face than at a corner), and the film solution describes a wide line above a nearby sink. A narrow line close to a sink meets neither set of assumptions and needs a two-dimensional calculation.
